# Bound sheet charge from a polarisation jump at a nitride interface, part 2

Two neutral nitride crystals with different polarisations can have a charged plane where they join. The questions are how large this charge is and what electric field it produces in a stack of layers. Q raises doubts and A answers them.

SI units are used. The unit normal $\mathbf n$ points from medium 1 into medium 2, and $z$ is the growth direction. All vectors are normal to the layers, and $P$ and $E$ are the components along $+z$ of the macroscopic polarisation $\mathbf P$ and the macroscopic field $\mathbf E$. The bound sheet charge and the field condition are

$$\sigma_b=-\mathbf n\cdot(\mathbf P_2-\mathbf P_1),\qquad \varepsilon_0\mathbf n\cdot(\mathbf E_2-\mathbf E_1)=\sigma_b+\sigma_f ,$$

where $\sigma_f$ is the free sheet charge. Applying the divergence theorem to a flat box (a pillbox) around the interface shows that a planar graded interface holds the same total bound charge per area as an abrupt one with the same end values of $\mathbf P$.

The polarisation of a crystal depends on a choice of reference. Moving one elementary charge $e$ per in-plane cell of area $A_c$ by one cell height changes it by $e/A_c$ and leaves an infinite periodic crystal looking the same. The reference contribution cancels in the jump if both layers use the same reference, share an in-plane lattice and are joined without missing or extra charged planes.

For a linear response the polarisation is split as

$$P=P_0+\varepsilon_0(\varepsilon_r-1)E .$$

Here $P_0$ is the polarisation at zero field, with a spontaneous part and a part caused by the strain of growth, and $\varepsilon_r$ is the static relative permittivity for fields along $z$. With $\varepsilon=\varepsilon_0\varepsilon_r$, the field condition becomes

$$\varepsilon_2E_2-\varepsilon_1E_1=\sigma_{\rm pol}+\sigma_f,\qquad \sigma_{\rm pol}=-(P_{0,2}-P_{0,1}).$$

The same interface is thus described by two sheet charges, $\sigma_b$ and $\sigma_{\rm pol}$.

Q: Now you have two sheet charges for one interface.

A: They answer different questions. $\sigma_{\rm pol}$ is known before the fields are, and it is the source to use together with permittivities. $\sigma_b$ is the whole bound charge, and it is the source to use with $\varepsilon_0$ alone. Each equals in magnitude the jump of its own polarisation. Using $\sigma_{\rm pol}$ with $\varepsilon_0$ alone would leave out the screening; using $\sigma_b$ with $\varepsilon$ would count it twice.

Q: One equation and two unknown fields. You cannot give me a field yet.

A: A second condition is needed, and it comes from the structure. Take a periodic stack of wells W and barriers B with thicknesses $d_W$ and $d_B$. Let there be no free charge, and let the potential be the same after each full period, so that the mean field is zero:

$$E_Wd_W+E_Bd_B=0\quad\Rightarrow\quad E_B=-\frac{d_W}{d_B}E_W .$$

At the interface with the barrier above the well, medium 1 is W and medium 2 is B. The field condition becomes

$$-\varepsilon_B\frac{d_W}{d_B}E_W-\varepsilon_WE_W=\sigma_{\rm pol}.$$

Multiply by $-d_B$ and solve for $E_W$, then use the zero mean field again:

$$E_W=-\frac{\sigma_{\rm pol}d_B}{\varepsilon_Wd_B+\varepsilon_Bd_W},\qquad
E_B=+\frac{\sigma_{\rm pol}d_W}{\varepsilon_Wd_B+\varepsilon_Bd_W}.$$

At the next interface the order is reversed. Both sides of the field condition change sign there, so the same fields satisfy it.

Q: Do these behave sensibly in the limits?

A: If the barriers are very thick compared with the wells, $E_B$ tends to zero and $E_W$ to $-\sigma_{\rm pol}/\varepsilon_W$: the well acts like the inside of a charged capacitor. If the wells are very thick, the roles are exchanged. For equal thicknesses the fields are equal and opposite. If $\sigma_{\rm pol}=0$, both vanish.

Q: How large is the full bound charge in this stack?

A: Without free charge, $\sigma_b=\varepsilon_0(E_B-E_W)$. Inserting the fields and cancelling $\varepsilon_0$ gives

$$\sigma_b=\varepsilon_0\,\frac{\sigma_{\rm pol}(d_W+d_B)}{\varepsilon_Wd_B+\varepsilon_Bd_W}
=\sigma_{\rm pol}\,\frac{d_W+d_B}{\varepsilon_{rW}d_B+\varepsilon_{rB}d_W}.$$

The factor is the inverse of an average of the two relative permittivities, with weights $d_B$ and $d_W$. It is positive, and smaller than one when both permittivities exceed one. In this stack the response of the crystal reduces the charge but does not change its sign.

Q: Put in numbers for something that is actually grown.

A: Take gallium nitride wells and aluminium gallium nitride barriers with about one quarter of the gallium replaced by aluminium. The numbers are rounded, rough typical values. The crystal is metal-polar, grown along $[0001]$. A negative $P_0$ then points towards the substrate.

- Thicknesses: $d_W=3$ nm and $d_B=6$ nm.
- Relative permittivities: $\varepsilon_{rW}=10.0$ and $\varepsilon_{rB}=9.5$.
- Well: $P_0=-3.0\ \mu\mathrm{C/cm^2}$.
- Barrier: $P_0=-4.4-0.8=-5.2\ \mu\mathrm{C/cm^2}$, the second term being due to strain.

With the barrier above the well,

$$\sigma_{\rm pol}=-[-5.2-(-3.0)]=+2.2\ \mu\mathrm{C/cm^2},$$

which corresponds to $\sigma_{\rm pol}/e=1.37\times10^{13}\ \mathrm{cm^{-2}}$ elementary charges. Both polarisations point down, but the upper one is stronger. The positive charge at the bottom of the barrier outweighs the negative charge at the top of the well.

Q: And where the next well sits on the barrier?

A: There the jump is reversed and $\sigma_{\rm pol}=-2.2\ \mu\mathrm{C/cm^2}$. Each period is neutral. If instead the crystal is turned over, so that it grows nitrogen-polar, the interface with the barrier above the well also carries $-2.2\ \mu\mathrm{C/cm^2}$. Making both changes restores the positive sign.

Q: Now the fields.

A: The lengths in the denominator combine to $10.0\times6+9.5\times3=88.5$ nm. With $\sigma_{\rm pol}=2.2\times10^{-2}\ \mathrm{C/m^2}$ for use with SI constants,

$$E_W=-\frac{2.2\times10^{-2}}{8.854\times10^{-12}}\times\frac{6}{88.5}\ \mathrm{V/m}=-1.68\ \mathrm{MV/cm}.$$

The barrier field is smaller by the factor $d_W/d_B=1/2$ and has the opposite sign, $E_B=+0.84$ MV/cm. The potential changes by $|E_W|d_W=0.505$ V across a well, and back by the same amount across a barrier.

The full bound charge is $9/88.5=0.102$ times $\sigma_{\rm pol}$, or $+0.22\ \mu\mathrm{C/cm^2}$. The difference of about $-1.98\ \mu\mathrm{C/cm^2}$ is the charge induced at the same interface by the dielectric response of the two layers.

Q: Which way does this push an electron in the well?

A: Since $E=-d\phi/dz$, a negative field means that $\phi$ rises with $z$ in the well. In the barrier above, $\phi$ falls. It therefore peaks at the positive sheet. The electron's potential energy is $-e\phi$, so within the well an electron is drawn to the upper side and a hole to the lower side. The band offsets, which are not part of $\phi$, keep both mostly in the well, with tails reaching into the barriers, if the barrier confines both carriers, as is assumed here.

Q: So there are $1.37\times10^{13}$ electrons per square centimetre waiting at that interface?

A: No. The charge is bound, and it is positive. The number says how many free electrons would be needed to compensate it. Suppose that free sheets of $-\sigma_{\rm pol}$ and $+\sigma_{\rm pol}$ sat at the positive and negative interfaces. The right side of the field condition would then be zero at both, and together with the zero mean field this gives $E_W=E_B=0$. Whether such carriers appear depends on whether something can supply them.

Q: Thermal excitation could. Or the field could pull electrons out of the valence band.

A: Compare energies. With a gap of about 3.4 eV in the well and a potential drop of 0.505 V, the lowest conduction edge at the top of a well lies $3.4-0.505=2.895$ eV above the highest valence edge at its bottom. It is still above it, and the mean field is zero, so no edges overlap further along the stack. Interband tunnelling within the stack has no final state at the same energy.

For thermal carriers, take one subband in each band and ignore the confinement energy. A subband of mass $m$ has $m/(\pi\hbar^2)$ states per area and energy, including spin. Let $\mu$ be the Fermi level, $E_c$ and $E_v$ the two edges, and $T$ the temperature. Far from degeneracy,

$$n=\frac{m_ek_BT}{\pi\hbar^2}e^{-(E_c-\mu)/k_BT},\qquad p=\frac{m_hk_BT}{\pi\hbar^2}e^{-(\mu-E_v)/k_BT}.$$

Neutrality requires $n=p$, so $n=\sqrt{np}$, and $\mu$ drops out:

$$n=\frac{\sqrt{m_em_h}\,k_BT}{\pi\hbar^2}\,e^{-(E_c-E_v)/2k_BT}.$$

With masses of 0.2 and 1.0 free-electron masses, the edges kept 2.895 eV apart and $T=450$ K, this is about $4.5\times10^{-4}\ \mathrm{cm^{-2}}$. The gap itself shrinks by roughly 0.07 eV between 300 K and 450 K, which would raise the number by a factor of about 2.5. Confinement widens the separation of the levels and lowers this number. Further subbands would change the prefactor, but the distance to $10^{13}\ \mathrm{cm^{-2}}$ is about sixteen powers of ten.

Q: Dopants do not need to cross the gap.

A: True. A residual donor density of $10^{17}\ \mathrm{cm^{-3}}$, on the high side for undoped layers, supplies $9\times10^{10}\ \mathrm{cm^{-2}}$ over a period of 9 nm. That is 0.7 % of $\sigma_{\rm pol}/e$. Heavy doping would break the assumption of no free charge.

Q: Atoms mix during growth. Does your abrupt interface survive that?

A: The total $\sigma_{\rm pol}$ does, by the pillbox argument applied to $P_0$, as long as the middle of each layer keeps its composition. The potential is rounded at its extremes. Let the composition change linearly over a width $w$ centred on each interface, and for an estimate ignore the difference in permittivity. The field then goes linearly from $E_W$ to $E_B=|E_W|/2$ and crosses zero after two thirds of the ramp.

From the start of the ramp to the peak, the potential rises by half the initial field times the distance, $\tfrac12|E_W|\tfrac{2w}{3}=|E_W|w/3$. At an abrupt interface it would rise by $|E_W|w/2$. The loss is $|E_W|w/6$ at the maximum, and by symmetry the same at the minimum. Relative to the drop $|E_W|d_W$ this is

$$\frac{2\,(w/6)}{d_W}=\frac{w}{3d_W}=5.6\ \%\quad\text{for } w=0.5\ \mathrm{nm}.$$

A finite-difference solution of Poisson's equation over one period, with $P_0$ and $\varepsilon_r$ both graded linearly, gives a reduction of 5.4 %. The field in the middle of the well falls by 0.1 %.

Q: Nitrides are piezoelectric. The field should also stretch them.

A: It strains them: the fields in well and barrier are opposite, so one layer is stretched along $z$ and the other compressed. In both, this adds to the permittivity. Let $S$ be the extra normal strain, $C_{33}$ the stiffness and $e_{33}$ the piezoelectric constant. The layers are free to expand along $z$, so the normal stress due to the field is zero:

$$C_{33}S-e_{33}E=0\quad\Rightarrow\quad S=\frac{e_{33}}{C_{33}}E .$$

This strain adds a polarisation $e_{33}S=(e_{33}^2/C_{33})E$. If the permittivities above are those at fixed strain, each must be increased by $e_{33}^2/C_{33}$. With rough values of $1.0\ \mathrm{C/m^2}$ and 400 GPa in both layers, the well field falls by 2.8 %.

Q: What about the strain from growth, and the temperature of use?

A: If 10 % of the barrier strain relaxes, the strain part of $P_0$ loses $0.08\ \mu\mathrm{C/cm^2}$ in magnitude, and $\sigma_{\rm pol}$ falls by 3.6 %. This counts the change in strain alone, and it is not the whole effect. Any relaxation makes the in-plane cells of the two layers differ, so the reference no longer cancels. With a misfit of about 0.6 %, relaxing a tenth of it changes the cell area by 0.12 %. For ideal point ions of charge $\pm3e$ on tetrahedral sites the reference polarisation is $\tfrac34e/A_c$ up to multiples of $e/A_c$. The uncancelled part is then about $0.16\ \mu\mathrm{C/cm^2}$ on that branch and $0.05\ \mu\mathrm{C/cm^2}$ on the smallest one, comparable to or larger than the strain term. The actual value depends on the charge at the defects that relieve the strain.

Heating changes the polarisation of both layers, and the charge feels the difference. Assume that their temperature coefficients differ by roughly $2\ \mu\mathrm{C/(m^2\,K)}$. Between 300 K and 450 K this shifts $\sigma_{\rm pol}$ by $0.03\ \mu\mathrm{C/cm^2}$, or 1.4 %, with a sign that this estimate does not fix.

Q: Will the layers break down before any of this matters?

A: Taking a rough breakdown field of 3 MV/cm, the well is at 56 % of it. In addition, a carrier crossing one layer gains at most 0.505 eV from the field, less than the gap, so it cannot create an electron–hole pair with that energy alone. A large applied voltage would change both statements.

Q: Set this beside a real device, then. What is realistic and what is not?

A: The layer thicknesses, the composition and a sheet charge of order $10^{13}\ \mathrm{cm^{-2}}$ are in the usual range for such heterostructures. The polarisation inputs are uncertain: each $0.2\ \mu\mathrm{C/cm^2}$ of error in their difference moves $\sigma_{\rm pol}$, and with it both fields, by 9 %, and parameter sets in common use give values from roughly 1.8 to 2.5 $\mu\mathrm{C/cm^2}$ for this composition. The assumptions that devices break most directly are zero mean field and absence of free charge. In a diode the junction and the applied voltage impose a mean field $\bar E$. Replacing the zero-field condition by $E_Wd_W+E_Bd_B=\bar E(d_W+d_B)$ adds to $E_W$ the term

$$\frac{\varepsilon_{rB}(d_W+d_B)}{\varepsilon_{rW}d_B+\varepsilon_{rB}d_W}\,\bar E=\frac{9.5\times9}{88.5}\,\bar E=0.97\,\bar E ,$$

so the well field shifts by nearly the whole of $\bar E$. In a transistor with a single barrier on a thick buffer, an electron gas can form at the positive interface if the barrier is thick enough and the gate does not deplete it, and the surface takes part in the charge balance. The periodic formulas for $E_W$ and $E_B$ do not apply there. The interface condition still does, with the electron gas counted in $\sigma_f$.

Q: So if a device shows a much smaller field, I should not conclude that the polarisation jump is small.

A: Not from the field alone. Free carriers, a mean field or a changed interface termination can all alter it at the same bulk polarisations. For example, with zero mean field, free sheets of $\mp10^{12}\ \mathrm{cm^{-2}}$ elementary charges at the positive and negative interfaces reduce the source, and hence both fields, by $10^{12}/(1.37\times10^{13})=7$ %. To infer the jump, one needs the fields on both sides, the permittivities and the free charge between them, and the interface must have no missing or extra charged planes.

All numerical values are calculated from the stated model.
